# Mean-Field Spinodal of a Symmetric Diblock Copolymer Melt: a numerical check

```python
"""Mean-field spinodal of a symmetric AB diblock copolymer melt.

Result under test: the uniform melt is stable for chi*N < F* = min F(x), with
    F(x) = x^2 / (x - 3 + 4 exp(-x/2) - exp(-x)),   F* = 10.495 (about 10.5).
Symbols: N segments per chain, b statistical segment length, v0 segment volume,
Rg^2 = N b^2/6, q wavenumber, k = q Rg, x = k^2, chi interaction parameter per
segment, g_AA, g_AB, g_BB ideal-chain block correlations divided by N,
Nbar = N b^6/v0^2, eps = F* - chi N. Fields are in units of kT.
"""
import numpy as np
from scipy.integrate import dblquad, quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar, root


def block_correlations(x, f=0.5):
    """Closed forms of g_AA, g_AB, g_BB for A fraction f."""
    def debye(part):
        return 2 * (part * x + np.exp(-part * x) - 1) / x**2
    cross = (1 - np.exp(-f * x)) * (1 - np.exp(-(1 - f) * x)) / x**2
    return debye(f), cross, debye(1 - f)


def threshold(x):
    """chi*N at which the composition wave with x = (q Rg)^2 goes unstable."""
    e = np.exp(-x / 2)
    return x**2 / (x - 3 + 4 * e - e**2)


def stationarity(x):
    e = np.exp(-x / 2)
    return x * (1 - e)**2 - 2 * (x - 3 + 4 * e - e**2)


x_star = brentq(stationarity, 2.6, 10, xtol=1e-13)
k_star = np.sqrt(x_star)
e_star = np.exp(-x_star / 2)
F_star = threshold(x_star)
assert abs(F_star - 2 * x_star / (1 - e_star)**2) < 1e-9

# Block correlations from their defining double integrals.
x_test, f_test = 3.0, 0.3
gAA, gAB, gBB = block_correlations(x_test, f_test)
same = 2 * dblquad(lambda t, s: np.exp(-x_test * (s - t)),
                   0, f_test, 0, lambda s: s)[0]
other = 2 * dblquad(lambda t, s: np.exp(-x_test * (s - t)),
                    f_test, 1, f_test, lambda s: s)[0]
cross = dblquad(lambda t, s: np.exp(-x_test * (s - t)),
                f_test, 1, 0, f_test)[0]
assert np.allclose([same, cross, other], [gAA, gAB, gBB], atol=1e-9)

# Incompressible response: solve for both densities and the pressure field.
chiN_test, hA, hB = 4.0, 0.7, -0.2
matrix = np.array([
    [1 + gAB * chiN_test, gAA * chiN_test, gAA + gAB],
    [gBB * chiN_test, 1 + gAB * chiN_test, gAB + gBB],
    [1, 1, 0]])
rhs = -np.array([gAA * hA + gAB * hB, gAB * hA + gBB * hB, 0])
dA_solved = np.linalg.solve(matrix, rhs)[0]
inverse_S = (gAA + gBB + 2 * gAB) / (gAA * gBB - gAB**2) - 2 * chiN_test
assert abs(dA_solved + (hA - hB) / inverse_S) < 1e-11

# Limits and uniqueness of the minimum.
small_x = 0.01
small_x_ratio = threshold(small_x) * small_x / 12
assert abs(small_x_ratio - 1) < 0.01
large_x_ratio = threshold(1000.0) / 1000.0
assert abs(large_x_ratio - 1) < 0.01
slopes = np.sign(np.diff(threshold(np.linspace(0.05, 60, 6000))))
assert slopes[0] < 0 < slopes[-1]
assert np.count_nonzero(np.diff(slopes)) == 1


# Discrete bead chains: correlations by explicit double sums.
def bead_spinodal(beads):
    index = np.arange(beads)
    distance = np.abs(index[:, None] - index[None, :])
    half = beads // 2

    def chiN_of_x(x):
        pair = np.exp(-x * distance / beads)
        s_same = pair[:half, :half].sum() / beads
        s_cross = pair[:half, half:].sum() / beads
        return beads / (s_same - s_cross)
    best = minimize_scalar(chiN_of_x, bounds=(1, 9), method="bounded",
                           options={"xatol": 1e-6})
    return best.fun, np.sqrt(best.x)


bead_numbers = (16, 64, 256)
bead_results = [bead_spinodal(n) for n in bead_numbers]
bead_errors = [abs(r[0] - F_star) for r in bead_results]
assert bead_errors[2] < 2e-3
assert 14 < bead_errors[1] / bead_errors[2] < 18
assert abs(bead_results[2][1] - k_star) < 2e-3

# Nonlinear self-consistent fields in one dimension, lengths in Rg.
points = 12
period = 2 * np.pi / k_star
mode = np.arange(points)
angle = np.pi * (mode + 0.5) / points
cosines = np.sqrt(2 / points) * np.cos(np.outer(mode, angle))
cosines[0] /= np.sqrt(2)
kinetic = cosines.T @ np.diag((k_star * mode)**2) @ cosines
wave = np.cos(angle)
nodes, weights = np.polynomial.legendre.leggauss(16)
contour, weights = (nodes + 1) / 4, weights / 4


def densities(wA, wB):
    """A and B volume fractions and partition function in given fields."""
    eA, uA = eigh(kinetic + np.diag(wA))
    eB, uB = eigh(kinetic + np.diag(wB))

    def move(energies, vectors, start, s):
        decay = np.exp(-np.outer(energies, np.atleast_1d(s)))
        return vectors @ (decay * (vectors.T @ start)[:, None])
    one = np.ones(points)
    fromA = move(eA, uA, one, 0.5)[:, 0]
    fromB = move(eB, uB, one, 0.5)[:, 0]
    partition = np.mean(fromA * fromB)
    phiA = (move(eA, uA, one, contour)
            * move(eA, uA, fromB, 0.5 - contour)) @ weights / partition
    phiB = (move(eB, uB, one, contour)
            * move(eB, uB, fromA, 0.5 - contour)) @ weights / partition
    return phiA, phiB, partition


# A weak field on the A block must give the predicted linear response.
weak = 1e-4
rA, rB, _ = densities(weak * wave, np.zeros(points))
sAA, sAB, _ = block_correlations(x_star)
response_A = 2 * np.mean(rA * wave) / weak
response_B = 2 * np.mean(rB * wave) / weak
assert abs(response_A + sAA) < 1e-6
assert abs(response_B + sAB) < 1e-6


def lamellar_state(amplitude):
    """Find chi*N for which a lamella of given first harmonic exists."""
    def residual(z):
        W, xi = amplitude * z[:points], amplitude * z[points:-1]
        phiA, phiB, _ = densities(xi + W, xi - W)
        return np.concatenate([
            phiA + phiB - 1 + xi.mean(),
            W - z[-1] * (phiB - phiA) / 2,
            [2 * np.mean(phiA * wave) - amplitude]]) / amplitude
    guess = np.concatenate([-10 * wave, np.zeros(points), [10.0]])
    solution = root(residual, guess, method="hybr", tol=1e-11)
    assert np.max(np.abs(residual(solution.x))) < 1e-7
    W = amplitude * solution.x[:points]
    xi = amplitude * solution.x[points:-1]
    chiN = solution.x[-1]
    phiA, phiB, partition = densities(xi + W, xi - W)
    energy = -np.log(partition) + np.mean(
        chiN * phiA * phiB - (xi + W) * phiA - (xi - W) * phiB)
    return chiN, energy - chiN / 4


amplitudes = (0.05, 0.10)
lamellae = [lamellar_state(a) for a in amplitudes]
field_threshold = (4 * lamellae[0][0] - lamellae[1][0]) / 3
assert abs(field_threshold - F_star) < 5e-3
assert F_star < lamellae[0][0] < lamellae[1][0]
assert lamellae[1][1] < 0

# Curvature of F in k and the singular fluctuation integral near threshold.
D_star = x_star**2 / F_star
G_slope = (1 - e_star) * ((1 + x_star) * e_star - 1)
F_kk = -4 * x_star**2 * G_slope / D_star**2
step = 1e-3
F_kk_numeric = (threshold((k_star + step)**2) - 2 * F_star
                + threshold((k_star - step)**2)) / step**2
assert abs(F_kk_numeric / F_kk - 1) < 1e-4


def peak_integral(eps):
    return np.pi * x_star / 2 / np.sqrt(eps * F_kk / 2)


eps_test = 1e-3


def difference(k):
    gap = threshold(k * k) - F_star
    return k * k / 2 * (1 / (gap + eps_test) - 1 / (gap + 4 * eps_test))


edges = [0.05, k_star - 0.2, k_star, k_star + 0.2, 5, 60]
integral = sum(quad(difference, lo, hi, limit=300)[0]
               for lo, hi in zip(edges[:-1], edges[1:]))
predicted = peak_integral(eps_test) - peak_integral(4 * eps_test)
assert abs(integral / predicted - 1) < 0.01


def mean_square_fluctuation(nbar, eps):
    return 6**1.5 / np.sqrt(nbar) / (2 * np.pi**2) * peak_integral(eps)


# Unstable band slightly above threshold.
chiN_above = 11.0
band = [np.sqrt(brentq(lambda x: threshold(x) - chiN_above, lo, hi))
        for lo, hi in ((0.5, x_star), (x_star, 20))]

# Worked example with round model parameters.
N, b, v0 = 400, 0.7, 0.12
Rg = b * np.sqrt(N / 6)
onset_period = 2 * np.pi * Rg / k_star
Nbar = N * b**6 / v0**2
chi_given = 0.05
N_min = F_star / chi_given
period_min = 2 * np.pi / k_star * b * np.sqrt(N_min / 6)
eps_example = 0.1

print(f"x* = (q* Rg)^2: {x_star:.4f} (dimensionless)")
print(f"q* Rg: {k_star:.4f} (dimensionless)")
print(f"exp(-x*/2): {e_star:.5f} (dimensionless)")
print(f"D(x*): {D_star:.5f} (dimensionless)")
print(f"g_AA, g_AB at x*: {sAA:.5f}, {sAB:.5f} (dimensionless)")
print(f"Spinodal chi N = F*: {F_star:.4f} (dimensionless)")
print(f"Period at onset / Rg: {period:.4f} (dimensionless)")
print(f"F x/12 at x = {small_x}: {small_x_ratio:.4f} (dimensionless)")
print(f"F/x at x = 1000: {large_x_ratio:.4f} (dimensionless)")
for x in (1.0, 2.0, 6.0, 10.0):
    print(f"F at x = {x:.0f}: {threshold(x):.3f} (dimensionless)")
for chiN in (0.0, 5.0, 10.0):
    print(f"S(q*)/N at chi N = {chiN:.0f}: "
          f"{1 / (2 * (F_star - chiN)):.4f} (dimensionless)")
print(f"Unstable q Rg at chi N = {chiN_above:.0f}: "
      f"{band[0]:.3f} to {band[1]:.3f} (dimensionless)")
print(f"Chain response of A, B to unit A field at q*: "
      f"{response_A:.5f}, {response_B:.5f} (dimensionless)")
for n, result in zip(bead_numbers, bead_results):
    print(f"Bead chain N = {n}: chi N = {result[0]:.4f}, "
          f"q* Rg = {result[1]:.4f} (dimensionless)")
for a, state in zip(amplitudes, lamellae):
    print(f"Lamella amplitude {a:.2f}: chi N = {state[0]:.4f} "
          f"(dimensionless), energy gain = {-state[1]:.2e} kT/chain")
print(f"Field-theory threshold at zero amplitude: "
      f"{field_threshold:.4f} (dimensionless)")
print(f"Curvature F_kk: {F_kk:.4f} (dimensionless)")
print(f"Fluctuation integral, numeric/predicted: "
      f"{integral / predicted:.5f} (dimensionless)")
print(f"Example N: {N} segments")
print(f"Example b: {b} nm")
print(f"Example v0: {v0} nm^3")
print(f"Example Rg: {Rg:.3f} nm")
print(f"Example q*: {k_star / Rg:.4f} 1/nm")
print(f"Example critical chi: {F_star / N:.5f} (dimensionless)")
print(f"Example onset period: {onset_period:.2f} nm")
print(f"Example onset half-pitch: {onset_period / 2:.2f} nm")
print(f"Example Nbar: {Nbar:.0f} (dimensionless)")
for nbar in (Nbar, 1e6, 1e8):
    print(f"Singular <psi^2>, eps = {eps_example}, Nbar = {nbar:.3g}: "
          f"{mean_square_fluctuation(nbar, eps_example):.2e} (dimensionless)")
print(f"Given chi: {chi_given} (dimensionless)")
print(f"Threshold N for given chi: {N_min:.1f} segments")
print(f"Period at that N: {period_min:.2f} nm")
print(f"Half-pitch at that N: {period_min / 2:.2f} nm")
print("tests ok")
```

It prints:

```
x* = (q* Rg)^2: 3.7852 (dimensionless)
q* Rg: 1.9456 (dimensionless)
exp(-x*/2): 0.15068 (dimensionless)
D(x*): 1.36524 (dimensionless)
g_AA, g_AB at x*: 0.14563, 0.05035 (dimensionless)
Spinodal chi N = F*: 10.4949 (dimensionless)
Period at onset / Rg: 3.2295 (dimensionless)
F x/12 at x = 0.01: 1.0038 (dimensionless)
F/x at x = 1000: 1.0030 (dimensionless)
F at x = 1: 17.169 (dimensionless)
F at x = 2: 11.898 (dimensionless)
F at x = 6: 11.262 (dimensionless)
F at x = 10: 14.231 (dimensionless)
S(q*)/N at chi N = 0: 0.0476 (dimensionless)
S(q*)/N at chi N = 5: 0.0910 (dimensionless)
S(q*)/N at chi N = 10: 1.0104 (dimensionless)
Unstable q Rg at chi N = 11: 1.605 to 2.348 (dimensionless)
Chain response of A, B to unit A field at q*: -0.14563, -0.05035 (dimensionless)
Bead chain N = 16: chi N = 10.2753, q* Rg = 1.9704 (dimensionless)
Bead chain N = 64: chi N = 10.4810, q* Rg = 1.9471 (dimensionless)
Bead chain N = 256: chi N = 10.4940, q* Rg = 1.9457 (dimensionless)
Lamella amplitude 0.05: chi N = 10.5195 (dimensionless), energy gain = 1.54e-05 kT/chain
Lamella amplitude 0.10: chi N = 10.5957 (dimensionless), energy gain = 2.55e-04 kT/chain
Field-theory threshold at zero amplitude: 10.4941 (dimensionless)
Curvature F_kk: 7.2856 (dimensionless)
Fluctuation integral, numeric/predicted: 1.00049 (dimensionless)
Example N: 400 segments
Example b: 0.7 nm
Example v0: 0.12 nm^3
Example Rg: 5.715 nm
Example q*: 0.3404 1/nm
Example critical chi: 0.02624 (dimensionless)
Example onset period: 18.46 nm
Example onset half-pitch: 9.23 nm
Example Nbar: 3268 (dimensionless)
Singular <psi^2>, eps = 0.1, Nbar = 3.27e+03: 1.28e-01 (dimensionless)
Singular <psi^2>, eps = 0.1, Nbar = 1e+06: 7.33e-03 (dimensionless)
Singular <psi^2>, eps = 0.1, Nbar = 1e+08: 7.33e-04 (dimensionless)
Given chi: 0.05 (dimensionless)
Threshold N for given chi: 209.9 segments
Period at that N: 13.37 nm
Half-pitch at that N: 6.69 nm
tests ok
```
